Smooth Magnetic Susceptibility of the Relativistic Electron Gas from Dirac Landau Levels

**The physical question**

A nonrelativistic degenerate gas of non-interacting electrons in a weak magnetic field responds in two ways. Its spins align, which gives Pauli paramagnetism, and its orbits are quantized, which gives Landau diamagnetism one third as large. When the gas is compressed until the Fermi momentum p_F is comparable with mc, spin and orbital motion enter together through the Dirac equation. The question is what total susceptibility then replaces the sum of the two nonrelativistic terms.

**Conventions and assumptions**

Hartree units are unnatural here, so ħ = m = c = 1. In Gaussian electromagnetic units e² = α, the fine-structure constant. The electron has charge −e, the uniform field B points along z, and

b = eB, β = p_F/(mc), μ = √(1 + β²).

Thus b is the field in units of 4.414 × 10⁹ tesla, and μ is the chemical potential including the rest energy. In atomic units β = αk_F, with k_F in bohr⁻¹.

The electrons do not interact and have the Dirac value g = 2. Thermal positrons are neglected. The filled negative-energy states are not counted; their term quadratic in B is taken to be absorbed in the definition of the charge.

Let Ω be the grand potential of the electrons per volume, without the energy B²/(8π) of the field itself. The magnetization is M = −∂Ω/∂B, and the susceptibility is its slope at zero field:

χ = −∂²Ω/∂B² = −α ∂²Ω/∂b².

This is M/B. The ratio M/H is χ/(1 − 4πχ), because H = B − 4πM; the two differ by a relative amount of about 4πχ.

**Theorem**

Let f(E) = 1/(exp((E − μ)/T) + 1), with T in energy units and μ > 1.

(a) At fixed T > 0 and fixed μ, the zero-field susceptibility is

χ_T = (α/6π²) ∫₀^∞ dp f(E)/E, E = √(1 + p²).

(b) If T then goes to zero,

χ = α arcsinh(β)/(6π²).

(c) The same values hold at fixed density.

The word "smooth" refers to this order of limits: first B → 0, then T → 0. Proposition 2 shows why the order matters.

**Lemma 1 (levels and their sum)**

The grand potential is

Ω = (b/π) [½F(0) + Σ_{n≥1} F(2bn)],

F(x) = −T ∫_{−∞}^{∞} (dp/2π) ln(1 + exp((μ − E)/T)), E = √(1 + p² + x).

Proof. Let Π = p + eA be the kinetic momentum. The upper and lower parts u and v of a Dirac spinor obey

(E − 1)u = σ·Π v, (E + 1)v = σ·Π u.

Eliminating v gives (E² − 1)u = (σ·Π)²u. The product rule for Pauli matrices gives (σ·Π)² = Π² + iσ·(Π×Π), and Π×Π = −ieB, so

(σ·Π)² = Π² + bσ_z.

Since [Π_x, Π_y] = −ib, the operator Π_x² + Π_y² is that of an oscillator, with eigenvalues (2N + 1)b, N = 0, 1, 2, … Hence

E² = 1 + p² + (2N + 1)b + sb, s = ±1,

where p is now the momentum along the field. Put n = N + (1 + s)/2, so that E² = 1 + p² + 2nb. The value n = 0 arises once, from N = 0, s = −1. Every n ≥ 1 arises twice.

The two coordinates of the orbit centre have a commutator of magnitude 1/b. They form a conjugate pair in which one state occupies the area 2π/b, so each combination (N, s) has b/(2π) states per area. Therefore

Ω = (b/2π) [F(0) + 2 Σ_{n≥1} F(2bn)],

which is the stated form. ∎

The half-weight of F(0) comes from the missing spin partner of the lowest level. It is the endpoint weight of the trapezoidal rule.

**Lemma 2 (Euler-Maclaurin to the order needed)**

If F is smooth on x ≥ 0 and decays rapidly with its derivatives, then

S(h) ≡ ½F(0) + Σ_{n≥1} F(nh) = (1/h) ∫₀^∞ F dx − (h/12) F′(0) + O(h³).

Proof. Two integrations by parts on one cell give

∫₀^h F dx = (h/2)[F(0) + F(h)] − ½ ∫₀^h x(h − x) F″ dx.

Adding all cells gives

hS(h) = ∫₀^∞ F dx + ½ ∫₀^∞ w(x) F″ dx,

where w repeats x(h − x) in every cell. Its mean is h²/6. This mean contributes (h²/12) ∫₀^∞ F″ dx = −(h²/12)F′(0).

The rest, w − h²/6, has zero mean and is even about each cell centre. Its antiderivative therefore vanishes at the cell ends and is odd about the centre, so that it also has zero mean. A second antiderivative can be chosen to vanish at all cell ends, and it is of size h⁴. Two more integrations by parts thus leave a remainder of order h⁴ ∫|F⁗| dx in hS(h). Division by h gives the result. ∎

**Proof of the theorem**

(a) At T > 0 the function F of Lemma 1 is smooth, and it and its derivatives decay as exp(−√x/T) up to powers of x, which is fast enough for Lemma 2. With h = 2b,

Ω = (b/π) [(1/2b) ∫₀^∞ F dx − (2b/12) F′(0) + O(b³)]
 = (1/2π) ∫₀^∞ F dx − (b²/6π) F′(0) + O(b⁴).

The first term is the field-free gas. To see this, put x = p_⊥², so that

dx/(2π) = p_⊥ dp_⊥/π = 2 · 2πp_⊥ dp_⊥/(2π)².

Together with dp/(2π) inside F, this is the free-particle measure 2d³p/(2π)³, including two spin states.

For the second term, differentiation of −T ln(1 + exp((μ − E)/T)) with respect to E gives f(E), and ∂E/∂x = 1/(2E). Therefore

F′(0) = ∫_{−∞}^{∞} (dp/2π) f(E)/(2E) = (1/2π) ∫₀^∞ dp f(E)/E.

Call the last integral I. Then

Ω = Ω₀ − b²I/(12π²) + O(b⁴).

Two derivatives and the factor −α give χ_T = αI/(6π²).

(b) As T → 0, f becomes a step at p = β, and

I → ∫₀^β dp/√(1 + p²) = arcsinh(β).

(c) Let N be the prescribed density and μ + δ the chemical potential that maintains it in the field. Since Ω is even in b through order b², δ = O(b²). The Helmholtz energy per volume is

Ω(μ + δ, b) + (μ + δ)N = Ω(μ, b) + μN + δ[N + ∂Ω/∂μ] + O(δ²).

Here ∂Ω/∂μ = −N + O(b²), so the bracket is O(b²) and its product with δ is O(b⁴). The quadratic term in b is unchanged. ∎

**Remark 1 (small temperature)**

From p dp = E dE follows dp/E = dE/p. The Sommerfeld expansion, with d(1/p)/dE = −E/p³, gives

I = arcsinh(β) − π²T²μ/(6β³) + …

It requires T ≪ μ − 1, so that states near p = 0 remain filled. For β = 1 and T = 0.021213, the correction is −0.001047. The predicted value 0.881374 − 0.001047 = 0.880327 compares with 0.880315 from direct quadrature. A direct sum over levels, with the b⁴ term removed by combining the fields b and b/2, also gives 0.880315. Over the four tested values β = 0.02, 0.1, 1 and 3, the level sum and the thermal integral agree within a relative 10⁻⁴.

**Proposition 1 (orbital and spin parts)**

In E² = 1 + p² + (2N + 1)b + sb, retain either the orbital quantization or the spin shift. The orbital part alone gives −1/2 of χ_T, and the spin part alone gives 3/2 of χ_T. Their ratio is −1/3 for every β.

Proof. Without the shift sb, each orbital level occurs twice, so Ω_orb = (b/π) Σ_{N≥0} F((N + ½)h), again with h = 2b. The points with spacing h/2 consist of the points with spacing h and the midpoints. The midpoint sum is therefore

S(h/2) − S(h) = (1/h) ∫₀^∞ F dx + (−h/24 + h/12) F′(0) + O(h³)
 = (1/h) ∫₀^∞ F dx + (h/24) F′(0) + O(h³).

This gives

Ω_orb = Ω₀ + (b²/12π) F′(0) + O(b⁴),

whose quadratic term is −1/2 times the total one, −b²F′(0)/(6π).

With the spin shift alone, the transverse momentum is continuous and each spin carries half the field-free measure:

Ω_spin = (1/4π) [∫_b^∞ F dx + ∫_{−b}^∞ F dx].

Let G(a) = ∫_a^∞ F dx, for which G″(0) = −F′(0). The sum G(b) + G(−b) equals 2G(0) − b²F′(0) + O(b⁴). Hence

Ω_spin = Ω₀ − (b²/4π) F′(0) + O(b⁴),

which is 3/2 of the total quadratic term. ∎

This is a division of the terms in E², not a claim that two separate responses can be measured. At β = 1 direct summation gives the fractions −0.500 and 1.500.

**Remark 2 (Pauli plus Landau)**

For β ≪ 1,

arcsinh(β) = β − β³/6 + …, so χ = (αβ/6π²)(1 − β²/6 + …).

The Pauli term follows separately from the nonrelativistic density n = k³/(3π²) and energy ε = k²/2. They give dn/dε = (k²/π²)/k = k/π². With magnetic moment e/2, and k = β at the Fermi surface,

χ_Pauli = (e/2)² β/π² = αβ/(4π²).

In this limit E ≈ 1 + [p² + (2N + 1)b + sb]/2, so the two parts in Proposition 1 become the usual Landau and Pauli terms. The Landau term is −1/3 of the Pauli term:

χ_Landau = −αβ/(12π²), χ_Pauli + χ_Landau = αβ/(6π²).

At β = 0.02 the values of χ/α are 5.066 × 10⁻⁴ and −1.689 × 10⁻⁴, with sum 3.377 × 10⁻⁴. The level sum gives 3.372 × 10⁻⁴. The relative difference is about 0.16 per cent. Most of it is the finite-temperature shift: the formula of Remark 1 gives −2.96 × 10⁻⁵ in I, which is 0.148 per cent of I = 0.0200. The rest comes from the relativistic term β²/6 and from higher powers of T.

**Remark 3 (high density)**

Since arcsinh(β) = ln(β + √(1 + β²)), the limit β ≫ 1 is

χ ≈ (α/6π²) ln(2β).

The growth changes from linear to logarithmic because the integrand 1/E changes from about 1 to about 1/p. The result remains positive, so in this model the smooth total response is paramagnetic at every density. The logarithm reproduces arcsinh(β) to 1.5 per cent at β = 3 and to 0.1 per cent at β = 10. The ratio of χ to the linear formula is 0.998 at β = 0.1, 0.881 at β = 1 and 0.300 at β = 10.

**Proposition 2 (the oscillations removed by smoothing)**

At T = 0 and b ≪ β², the leading oscillating part of the grand potential is

Ω_osc = [b^(5/2)/(4π⁴μ)] Σ_{k≥1} k^(−5/2) cos(πkβ²/b − π/4).

At low temperature, to leading order, harmonic k is multiplied by

λ_k/sinh(λ_k), λ_k = 2π²kTμ/b.

Proof. At T = 0, F(x) vanishes for x > β². Just below this edge put y = β² − x. Then E² = μ² + p² − y, so E − μ ≈ (p² − y)/(2μ), and

F ≈ (1/π) ∫₀^{√y} dp (p² − y)/(2μ) = −y^(3/2)/(3πμ).

This is not smooth at y = 0, so Lemma 2 does not apply. Poisson summation with spacing 2b gives

½F(0) + Σ_{n≥1} F(2bn) = (1/2b) ∫₀^∞ F dx + (1/b) Σ_{k≥1} ∫₀^∞ F cos(κx) dx, κ = πk/b.

At the lower end, two integrations by parts give −F′(0)/κ² for each k. Because Σ1/k² = π²/6, these terms add up to −bF′(0)/6, the smooth correction already found.

At the upper end, the required contribution comes from

∫₀ y^(3/2) e^(−iκy) dy → Γ(5/2) κ^(−5/2) e^(−5πi/4), Γ(5/2) = 3√π/4.

Multiplication by e^(iκβ²) and taking the real part gives cos(κβ² − 5π/4) = −cos(κβ² − π/4). This minus sign cancels the one in F. The upper end therefore contributes

[1/(4√π μ)] κ^(−5/2) cos(κβ² − π/4)

to the integral. The prefactors (b/π)(1/b) = 1/π and κ^(−5/2) = (b/πk)^(5/2) give Ω_osc.

At T > 0, Ω is the T = 0 function averaged over chemical potential ε with weight −∂f/∂ε. The phase πk(ε² − 1)/b has slope q = 2πkμ/b at ε = μ. The average of e^(iq(ε−μ)) with this weight is πTq/sinh(πTq), and πTq = λ_k. ∎

For 0.019 ≤ b ≤ 0.021 and β = 1, the exact level sum minus the smooth terms agrees with Ω_osc within 0.2 per cent of its largest value.

**Remark 4 (why the limits do not commute)**

In Ω the oscillation is of order b^(5/2), smaller than the smooth b² term. Two derivatives acting on the phase, however, produce the factor −(πkβ²/b²)². With the minus sign in χ = −α∂²Ω/∂b², the first harmonic contributes to the differential susceptibility, at leading order in b and for 2πμT ≪ β²,

χ_osc/α = [β⁴ b^(−3/2)/(4π²μ)] cos(πβ²/b − π/4) · λ₁/sinh(λ₁).

The condition on T allows the derivatives of the damping factor to be neglected. Relative to those of the phase they are of order 2πμT/β², which does not vanish as b → 0 at fixed T; they change the amplitude and phase of the oscillation but not its exponential damping.

At T = 0 the last factor is 1 and the amplitude grows as b → 0. At fixed T > 0, λ₁ grows as 1/b, and its exponential damping overcomes the power of b. When b is no longer large compared with π³T², the quadratic part of the phase neglected in Proposition 2 also shifts the cosine, but the damping remains exponential. The smooth value is observed when this damped amplitude is small compared with arcsinh(β)/(6π²); λ₁ > 1 alone is not sufficient.

**Worked example: a model gas with β = 1**

The Fermi wave number is k_F = β/α = 137.04 bohr⁻¹. The density is

n = k_F³/(3π²) = 8.69 × 10⁴ bohr⁻³,

and μ = √2 = 1.414 mc². The susceptibility is

χ = 0.0072974 × 0.88137/(6π²) = 1.086 × 10⁻⁴ (Gaussian),

or 4πχ = 1.365 × 10⁻³ in SI form. The nonrelativistic formula gives 1.232 × 10⁻⁴, which is larger by the factor 1/0.881. These values describe the non-interacting model; Coulomb corrections have not been estimated.

For a direct finite-field evaluation take T = 0.02 and b = 0.02. In units of mc²(mc/ħ)³,

Ω₀ = −0.0052866429, Ω(b) = −0.0052896164.

The difference is −2.9735 × 10⁻⁶, and −2(Ω − Ω₀)/b² = 0.01487. The thermal integral also gives χ_T/α = 0.01487, as does the calculation at fixed density. Here λ₁ = 2π²μ ≈ 28, so the oscillation is strongly damped.

The fixed-density calculation lowers μ by 2.36 × 10⁻⁵ mc². This can be traced with the smooth b² term of Ω, with I taken in the limit T → 0. (In a gas actually at T = 0 the density would also have an oscillating change of order b^(3/2), which can be much larger at this field.) The smooth term raises the density at fixed μ by (b²/12π²) dI/dμ = b²/(12π²β), while dn/dμ = βμ/π². Their ratio gives

δ = −b²/(12β²μ) = −2.36 × 10⁻⁵.

A colder gas in a weaker field behaves differently. At b = 0.005, which is 2.21 × 10⁷ tesla, the first-harmonic amplitude of χ/α at T = 0 is 50.7. This is not a bound on the full T = 0 response: the harmonics of χ fall only as k^(−1/2), and at fixed μ their sum diverges as b approaches β²/(2n) from below, where level n meets the Fermi energy. The field b = 0.005 is such a point, with n = 100. At fixed density μ adjusts as the level empties, the crossing moves slightly (to b ≈ 0.005001), and the peak is finite, about n²β/(π²μ) ≈ 7 × 10² with n the level index; part (c) of the theorem concerns only the smooth value. Temperature removes the divergence. At T = 8.96 × 10⁻⁴ mc², λ₁ = 5 and the damping factor is 0.0674, leaving 50.7 × 0.0674 ≈ 3.4. The smooth value is 0.0149, more than two hundred times smaller. The derivative dM/dB under these conditions shows the oscillation, although the smooth part of Ω is still given by the theorem. This first-harmonic amplitude corresponds to 4πχ ≈ 0.31, so dM/dH would differ noticeably from dM/dB. The numerical output lists the remaining values of β.

Computed values

```
fine-structure constant alpha = 0.007297353
critical field (b = 1) = 4.4140e+09 tesla
Level sums; S = 6 pi^2 chi/alpha, T in mc^2, b dimensionless
beta, T, b, S(levels), S(thermal integral), arcsinh, T^2 shift
0.02 1.1998e-05 1.2000e-05 0.0199686 0.0199686 0.0199987 -2.960e-05
0.10 2.9851e-04 3.0000e-04 0.0996843 0.0996843 0.0998341 -1.473e-04
1.00 2.1213e-02 3.0000e-02 0.8803148 0.8803148 0.8813736 -1.047e-03
3.00 8.5381e-02 2.7000e-01 1.8170100 1.8170317 1.8184465 -1.404e-03
beta = 0.02: Pauli chi/alpha = 5.066059e-04
beta = 0.02: Landau chi/alpha = -1.688686e-04
beta = 0.02: level-sum chi/alpha = 3.372066e-04
Worked case beta = 1
Fermi wave number = 137.036 bohr^-1
density = 8.69127e+04 bohr^-3
Wigner-Seitz radius = 0.014005 bohr
chemical potential with rest energy = 1.414214 mc^2
chi Gaussian = 1.086111e-04 (dimensionless)
chi SI = 1.364848e-03 (dimensionless)
nonrelativistic formula, Gaussian = 1.232294e-04
ratio to nonrelativistic formula = 0.881374
Finite-field check: T = 0.02 mc^2, b = 0.02
Omega without field = -0.0052866429 mc^2 (mc/hbar)^3
Omega with field    = -0.0052896164 mc^2 (mc/hbar)^3
chi/alpha from their difference = 0.0148676
chi/alpha from thermal integral = 0.0148678
chi/alpha at fixed density = 0.0148674
mu shift at fixed density = -2.3635e-05 mc^2
orbital part / total = -0.49999
spin part / total = 1.50002
Oscillations, beta = 1
T = 0, b = 0.019 to 0.021: largest |Omega_osc| = 1.2956e-07 mc^2 (mc/hbar)^3
largest error of formula / largest value = 0.0016
b = 0.005: field = 2.2070e+07 tesla
T = 0 first-harmonic amplitude of chi/alpha = 50.6606
smooth chi/alpha at T = 8.9556e-04 mc^2: 0.014884
damping factor at this T = 0.06738
largest sampled |chi/alpha| at this T = 3.5142
largest error / damped amplitude = 0.0126
Table: beta, chi Gaussian, ratio to nonrel., ln(2 beta)/arcsinh
0.01 1.23227e-06 0.999983 -
0.10 1.23025e-05 0.998341 -
0.50 5.92994e-05 0.962424 -
1.00 1.08611e-04 0.881374 0.78644
3.00 2.24086e-04 0.606149 0.98532
10.00 3.69469e-04 0.299822 0.99917
100.00 6.52912e-04 0.052983 1.00000
```
